\section*{Two-carrier Hall effect at any field and its uncompensated high-field limit}

\section{From drift to the conductivity tensor}

Q: I have a film with both electrons and holes. I measure a Hall coefficient and am told to read a carrier density from it. Which density? There are two, and two mobilities besides.

A: That depends on the field, so we need the Hall coefficient at arbitrary field. Let electrons have density $n$ and mobility $\mu_e$, and holes density $p$ and mobility $\mu_h$. Mobilities are positive numbers. I take them to be isotropic and independent of energy and field, and the film to be uniform. The field $B>0$ points along $z$ and the current flows in the plane.

Take one kind of carrier, with charge $se$, where $e>0$ and $s=+1$ for holes, $s=-1$ for electrons. Its mass is $m$ and its scattering time $\tau$. In the steady state friction balances the Lorentz force, $m\mathbf v/\tau=se(\mathbf E+\mathbf v\times\mathbf B)$. With $\mu=e\tau/m$ this is
\begin{equation}
\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B).
\end{equation}
Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$, the in-plane components are
\begin{align}
v_x&=s\mu E_x+s\mu B\,v_y, & v_y&=s\mu E_y-s\mu B\,v_x .
\end{align}
Insert the second into the first and use $s^2=1$:
\begin{equation}
v_x=s\mu E_x+\mu^2B\,E_y-\mu^2B^2v_x .
\end{equation}
Collecting $v_x$, and treating $v_y$ in the same way, gives
\begin{equation}
v_x=\frac{s\mu E_x+\mu^2B\,E_y}{1+\mu^2B^2},\qquad
v_y=\frac{s\mu E_y-\mu^2B\,E_x}{1+\mu^2B^2}.
\label{eq:v}
\end{equation}
A density $N$ of such carriers carries $\mathbf J=seN\mathbf v$. Hence
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\frac{eN\mu}{1+\mu^2B^2},\qquad
\sigma_{xy}=-\sigma_{yx}=\frac{s\,eN\mu^2B}{1+\mu^2B^2}.
\label{eq:one}
\end{equation}
The longitudinal part contains $s^2=1$ and the Hall part a single $s$.

Q: Then each carrier has its own Hall coefficient, and I average the two?

A: No. Both carriers feel the same electric field, and their currents add. So the conductivities add, and the resistivity comes from inverting the sum. With $D_e=1+\mu_e^2B^2$ and $D_h=1+\mu_h^2B^2$,
\begin{equation}
\frac{\sigma_{xx}}{e}=\frac{n\mu_e}{D_e}+\frac{p\mu_h}{D_h},\qquad
\frac{\sigma_{xy}}{e}=B\left(\frac{p\mu_h^2}{D_h}-\frac{n\mu_e^2}{D_e}\right).
\label{eq:sum}
\end{equation}

\section{The inversion}

Q: Show me the inversion with its signs. A wrong sign here would turn holes into electrons.

A: Drive a current along $x$ and let none flow along $y$. Then $0=J_y=-\sigma_{xy}E_x+\sigma_{xx}E_y$, so $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. Put this into $J_x=\sigma_{xx}E_x+\sigma_{xy}E_y$:
\begin{equation}
J_x=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xx}}\,E_x .
\end{equation}
Therefore
\begin{equation}
\rho_{xx}=\frac{E_x}{J_x}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2},\qquad
\rho_{yx}=\frac{E_y}{J_x}=\frac{\sigma_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}.
\label{eq:inv}
\end{equation}
I define $R_H=\rho_{yx}/B$. For holes alone, (\ref{eq:one}) gives $\sigma_{xx}^2+\sigma_{xy}^2=(ep\mu_h)^2/D_h$, and so $R_H=+1/(ep)$. The convention makes holes positive.

Q: With two carriers the denominator will be a fourth-order mess in $B$.

A: It simplifies. Write $a=n\mu_e$ and $b=p\mu_h$, and square (\ref{eq:sum}). The pure electron terms are $a^2(1+\mu_e^2B^2)/D_e^2=a^2/D_e$, and the pure hole terms are $b^2/D_h$. The cross terms are $2ab/(D_eD_h)$ from $\sigma_{xx}^2$ and $-2ab\mu_e\mu_hB^2/(D_eD_h)$ from $\sigma_{xy}^2$. On a common denominator,
\begin{align}
\frac{\sigma_{xx}^2+\sigma_{xy}^2}{e^2}
&=\frac{a^2D_h+b^2D_e+2ab(1-\mu_e\mu_hB^2)}{D_eD_h}\notag\\
&=\frac{(a+b)^2+(a\mu_h-b\mu_e)^2B^2}{D_eD_h}\notag\\
&=\frac{(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2}{D_eD_h},
\end{align}
because $a\mu_h-b\mu_e=(n-p)\mu_e\mu_h$. The numerators in (\ref{eq:inv}) have the same denominator:
\begin{align}
\frac{\sigma_{xx}}{e}&=\frac{n\mu_e(1+\mu_h^2B^2)+p\mu_h(1+\mu_e^2B^2)}{D_eD_h}\notag\\
&=\frac{n\mu_e+p\mu_h+(n\mu_h+p\mu_e)\mu_e\mu_hB^2}{D_eD_h},\\
\frac{\sigma_{xy}}{eB}&=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_e^2\mu_h^2B^2}{D_eD_h}.
\end{align}
The factor $D_eD_h$ cancels in both ratios, leaving
\begin{align}
\rho_{xx}&=\frac{n\mu_e+p\mu_h+(n\mu_h+p\mu_e)\mu_e\mu_hB^2}
{e\left[(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2\right]},\label{eq:rxx}\\
R_H&=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_e^2\mu_h^2B^2}
{e\left[(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2\right]}.\label{eq:RH}
\end{align}

\section{The high-field limit and the way to it}

Q: So at low field the mobilities decide even the sign. When do they drop out?

A: If $p\neq n$, the $B^2$ terms win in numerator and denominator as $B\to\infty$, and their common factor $\mu_e^2\mu_h^2B^2$ cancels:
\begin{equation}
R_H\longrightarrow R_\infty=\frac{1}{e(p-n)} .
\label{eq:lim}
\end{equation}
The limit contains the net density and nothing else about the carriers.

Q: That is algebra. Why should a fast electron and a slow hole count equally?

A: Look at (\ref{eq:v}) for $\mu B\gg1$. The leading velocity is $(E_y,-E_x)/B=\mathbf E\times\mathbf B/B^2$, free of both $s$ and $\mu$. Electrons and holes drift the same way at the same speed, so their currents subtract and $\sigma_{xy}\to e(p-n)/B$. With $E$ along $x$ and 20~T, a mobility of 50\,000~cm$^2$/Vs gives $\mu B=100$ and an electron drift of 0.9999 times $E/B$. A hole with 20\,000~cm$^2$/Vs reaches 0.9994. The part of the velocity along $\mathbf E$ does depend on mobility, but it gives $\sigma_{xx}\to e(n/\mu_e+p/\mu_h)/B^2$, which falls faster than $\sigma_{xy}$. Then $\rho_{yx}\to1/\sigma_{xy}$.

Q: And ``high field'' means $\mu B\gg1$ for both?

A: That is not enough near compensation, where $\sigma_{xy}$ has a small prefactor. Measure the distance from the limit. From (\ref{eq:RH}),
\begin{equation}
\frac{R_H}{R_\infty}-1=\frac{(p-n)(p\mu_h^2-n\mu_e^2)-(n\mu_e+p\mu_h)^2}
{(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2}.
\end{equation}
The first product is $p^2\mu_h^2-np\mu_e^2-np\mu_h^2+n^2\mu_e^2$. The square is $n^2\mu_e^2+2np\mu_e\mu_h+p^2\mu_h^2$. Their difference is $-np(\mu_e+\mu_h)^2$. Dividing by $(n\mu_e+p\mu_h)^2$ above and below gives
\begin{equation}
\frac{R_H}{R_\infty}=1-\frac{F}{1+B^2/B_*^2},
\label{eq:lor}
\end{equation}
\begin{equation}
B_*=\frac{n\mu_e+p\mu_h}{|p-n|\mu_e\mu_h},\qquad
F=\frac{np(\mu_e+\mu_h)^2}{(n\mu_e+p\mu_h)^2}.
\end{equation}
The high-field reading is good when $F/(1+B^2/B_*^2)\ll1$. A relative error $\delta<F$ is reached at $B_\delta=B_*\sqrt{F/\delta-1}$. As $p$ approaches $n$, $B_*$ grows without bound.

The same law locates a sign change. Setting (\ref{eq:lor}) to zero gives $B_0=B_*\sqrt{F-1}$, which is a real, nonzero field if $F>1$. By the identity just used, $F>1$ means $(p-n)(p\mu_h^2-n\mu_e^2)<0$: the more numerous carrier loses at low field to the more mobile one.

Q: What if $p=n$? Your limit then says infinity.

A: The limit does not apply, because the terms that produced it vanish. Put $p=n$ into (\ref{eq:rxx}) and (\ref{eq:RH}) first, and cancel $n(\mu_e+\mu_h)$:
\begin{equation}
R_H=\frac{\mu_h-\mu_e}{en(\mu_e+\mu_h)},\qquad
\rho_{xx}=\frac{1+\mu_e\mu_hB^2}{en(\mu_e+\mu_h)} .
\end{equation}
In this model the Hall coefficient is finite, independent of field and dependent on mobility at every field, while $\rho_{xx}$ grows as $B^2$. For $p\neq n$ the ratio of the $B^2$ terms in (\ref{eq:rxx}) shows saturation instead:
\begin{equation}
\rho_{xx}\to\frac{n\mu_h+p\mu_e}{e(p-n)^2\mu_e\mu_h}
=\frac{n/\mu_e+p/\mu_h}{e(p-n)^2}.
\end{equation}

\section{A doped bismuth film}

Q: Give me numbers for a film I could mount in a magnet.

A: Take bismuth doped with acceptors, 2~$\mu$m thick, at 77~K, with $B$ along the trigonal axis. Rough inputs are $n=3\times10^{17}$ and $p=6\times10^{17}$~cm$^{-3}$, with $\mu_e=50\,000$ and $\mu_h=20\,000$~cm$^2$/Vs. These mobilities are 5 and 2 in units of m$^2$/Vs, which is the same as T$^{-1}$. With densities in $10^{17}$~cm$^{-3}$, $n\mu_e+p\mu_h=15+12=27$, and
\begin{equation}
B_*=\frac{27}{3\times10}=0.90~\text{T},\qquad
F=\frac{18\times7^2}{27^2}=1.21 .
\end{equation}
The limit is $R_\infty=1/(e\times3\times10^{17}~\text{cm}^{-3})=20.8$~cm$^3$/C. At zero field $R_H=(1-1.21)R_\infty=-4.4$~cm$^3$/C, so this model film with twice as many holes as electrons looks n-type. The sign changes at $0.90\sqrt{0.21}=0.41$~T. This belongs to the isotropic model with these inputs and should not be expected of real bismuth in this orientation. There the electron Hall weight is the product $\mu_1\mu_2$ of two very unequal valley mobilities, as shown below, and a film with $p=2n$ can be positive at every field.

\begin{center}
\begin{tabular}{rrrr}
$B$ (T) & $\rho_{xx}$ ($\mu\Omega$\,cm) & $\rho_{yx}$ ($\mu\Omega$\,cm) & $R_H/R_\infty$\\
\hline
0.1 & 259 & $-41$ & $-0.195$\\
0.5 & 765 & 79 & 0.075\\
1.0 & 1483 & 954 & 0.459\\
3.0 & 2310 & 5618 & 0.900\\
9.0 & 2474 & 18\,500 & 0.988
\end{tabular}
\end{center}

The resistivity starts at 231 and saturates at 2497~$\mu\Omega$\,cm. At 9~T the Hall resistance $\rho_{yx}/t$, with $t$ the thickness, is 92.5~$\Omega$.

Q: At 1~T the electrons have $\mu B=5$ and the holes 2. I would have called that fairly high.

A: Yet $R_H$ is less than half its limit. The error is 10\% at 3.0~T and 1\% at 9.9~T. Reading $1/(eR_H)$ as the net density gives $3.33\times10^{17}$~cm$^{-3}$ at 3~T and $3.04\times10^{17}$~cm$^{-3}$ at 9~T, against the true $3.00\times10^{17}$~cm$^{-3}$.

Q: Can I do better without a larger magnet?

A: Within this model, yes. Besides the chord $\rho_{yx}/B$, use the slope $d\rho_{yx}/dB$. With $u=B^2/B_*^2$, equation (\ref{eq:lor}) gives $\rho_{yx}=R_\infty B[1-F/(1+u)]$. Since $B\,du/dB=2u$,
\begin{equation}
\frac{1}{R_\infty}\frac{d\rho_{yx}}{dB}=1-\frac{F}{1+u}+\frac{2Fu}{(1+u)^2}.
\end{equation}
The mean of chord and slope, divided by $R_\infty$, is therefore
\begin{equation}
1-\frac{F}{1+u}+\frac{Fu}{(1+u)^2}=1-\frac{F}{(1+u)^2}.
\end{equation}
The leading errors, $-F/u$ and $+F/u$, cancel. At 3~T the chord gives 0.900, the slope 1.083 and their mean 0.992.

Q: Is the net density really all that survives? Try another mixture.

A: Keep both mobilities and $p-n$, but take $n=2\times10^{16}$ and $p=3.2\times10^{17}$~cm$^{-3}$. This is a comparison set of model parameters, not a second bismuth film. At 0.1~T its Hall coefficient is $+10.6$~cm$^3$/C, where the film has $-4.1$. At 9~T the two values are 20.8 and 20.6~cm$^3$/C.

\section{What real bismuth does to the argument}

Q: Bismuth electrons are anything but isotropic.

A: True, and at 1~T this changes the result considerably. There are three electron valleys, turned by $120^\circ$ about the trigonal axis. Give each two principal in-plane mobilities $\mu_1,\mu_2$ and neglect the tilt of the valleys out of the plane. Along the principal axes the drift equations read $sv_x/\mu_1-Bv_y=E_x$ and $Bv_x+sv_y/\mu_2=E_y$. Their solution is
\begin{equation}
v_x=\frac{s\mu_1E_x+\mu_1\mu_2B\,E_y}{1+\mu_1\mu_2B^2},\qquad
v_y=\frac{s\mu_2E_y-\mu_1\mu_2B\,E_x}{1+\mu_1\mu_2B^2}.
\end{equation}
Averaging over the three orientations replaces $\mu_1$ and $\mu_2$ in the diagonal terms by $(\mu_1+\mu_2)/2$. The antisymmetric Hall term is unchanged by rotation. If $\sqrt{\mu_1\mu_2}$ is held at $\mu_e$, the electron $\sigma_{xy}$ stays as it was and the electron $\sigma_{xx}$ rises. The limit (\ref{eq:lim}) survives, but the approach is slower.

For a rough ratio $\mu_1/\mu_2=40$, the electron $\sigma_{xx}$ rises by the factor $(\sqrt{40}+1/\sqrt{40})/2=3.2$. Then $R_H/R_\infty$ at 1~T drops from 0.46 to 0.26. The 10\% field moves from 3.0 to 4.5~T, and the error at 9~T from 1.2\% to 2.7\%. The mean of chord and slope at 9~T is still within 0.1\% of $R_\infty$. These numbers depend on what is held fixed, and this choice lowers the zero-field resistivity from 231 to 103~$\mu\Omega$\,cm. Hold the zero-field conductivity instead, with $(\mu_1+\mu_2)/2=\mu_e$. Then $\mu_1\mu_2=2.4$~T$^{-2}$, and $n\mu_1\mu_2=7.1$ is below $p\mu_h^2=24$, so the low-field coefficient is $+0.07R_\infty$ and there is no sign change. In that case $R_H/R_\infty$ is 0.15 at 1~T, the error at 9~T is about 10\%, and the 10\% field is 9.2~T.

Q: Scattering times also depend on energy.

A: For holes this replaces $\mu^2B/(1+\mu^2B^2)$ by its average over energy. At high field each term in the average tends to $1/B$, so again the limit stands. I assumed a hole scattering time proportional to $E^{-1/2}$, with the mean hole mobility fixed and the isotropic electrons unchanged. The hole Fermi energy at zero temperature is about 17~meV, for a rough density-of-states mass of $0.15\,m_e$. At 77~K the chemical potential is about 15~meV, and $k_BT$ is 6.6~meV. The ratio $R_H/R_\infty$ changes from 0.459 to 0.441 at 1~T and from 0.988 to 0.987 at 9~T.

Q: And Landau levels? You are using classical orbits at 9~T.

A: Here the model is weakest. For holes with a rough cyclotron mass of $0.07\,m_e$ the level spacing is 5.0~meV at 3~T and 14.9~meV at 9~T, nearly the hole Fermi energy. Thermal smearing is the average of $\cos(2\pi E/\hbar\omega_c)$ over $-\partial f/\partial E$. If the band edge is treated as far away, which is only rough here, it reduces the first quantum oscillation by $X/\sinh X$ with $X=2\pi^2k_BT/\hbar\omega_c$. That factor is about $2\times10^{-10}$ at 3~T and $3\times10^{-3}$ at 9~T. The chemical potential lies only about $2.2\,k_BT$ from the band edge, and cutting the average off there leaves magnitudes of about $10^{-3}$ and $6\times10^{-3}$. These numbers show only that the effect is small. The hole oscillations are thus suppressed, but the smooth transfer of carriers between the bands is not. I have left out spin splitting and the electron levels. At 9~T the electron level spacing can be comparable to the electron Fermi energy, and at 3~T it can already be a sizeable part of it. The values here from about 3~T upward are therefore those of the classical model, not predictions for a real film.

Q: If the field changes $n$ and $p$, what does the limit mean?

A: Charge neutrality ties $p-n$ to the ionized doping. If that charge is fixed, $n$ and $p$ can move only together, and $R_\infty$ stays put. The approach does change. As a trial, adding $10^{17}$~cm$^{-3}$ to both densities raises the error at 9~T from 1.2\% to 1.9\%. The size of that shift is assumed, not calculated.

Q: So how far should I trust this for a film on my bench?

A: Ask first whether it is doped. Pure bismuth is compensated, and then (\ref{eq:lim}) does not apply. My net density of $3\times10^{17}$~cm$^{-3}$ is a deliberate doping, comparable to the carrier density of the pure material. Ask next about the mobility. The values here suppose a good crystalline film. If grain boundaries cut both mobilities tenfold at fixed densities, $F$ is unchanged and $B_*$ becomes 9~T. At 9~T the error is then $1.21/2$, or 60\% of $R_\infty$. Surfaces matter too: a spherical estimate of the hole mean free path, $\hbar k_F\mu_h/e$ with $k_F$ the Fermi wave number, gives 0.34~$\mu$m, about a sixth of the thickness. The holes are much heavier along the trigonal axis, so their path across the film is shorter, about 0.08~$\mu$m for the masses used above and a single scattering time. I have assumed that surface scattering can be absorbed into the mobilities. This is less safe for the electrons, whose path along the light directions of a valley can be comparable to the thickness.

A practical test is to compare chord and slope at the highest field. In this model they differ by $2Fu/(1+u)^2$ relative to $R_\infty$, which is 2.4\% for the isotropic film at 9~T. A small difference supports the high-field reading if $\rho_{xx}$ has also first risen with field and then levelled off. That second condition is needed because a low-field sample has a straight Hall line as well, and so has a compensated one: at every field for isotropic carriers, and at high field for anisotropic valleys. At low field $\rho_{xx}$ is flat too, but it has not yet risen; at compensation it keeps rising. The test assumes that there are only two kinds of carrier and that both are isotropic. Anisotropic valleys alone make $\rho_{xx}$ rise and level off, so valley electrons together with very slow holes can nearly pass the test while the Hall line counts only the electrons. A third kind with very low mobility, in a surface layer for instance, can leave both signs nearly unchanged while its charge is missing from the density you read. The numerical output lists the values behind most of these estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron density n = 3.00e+17 cm^-3
hole density p = 6.00e+17 cm^-3
net density p-n = 3.00e+17 cm^-3
electron mobility = 50000 cm2/Vs
hole mobility = 20000 cm2/Vs
thickness = 2.0 um; temperature = 77 K
limit R_inf = 20.805 cm3/C
zero-field R_0 = -4.366 cm3/C
crossover field B* = 0.9000 T; strength F = 1.2099
sign-change field = 0.4123 T
10% error field = 2.998 T
1% error field = 9.858 T
zero-field rho_xx = 231.17 uOhm cm
saturated rho_xx = 2496.60 uOhm cm
B (T), rho_xx, rho_yx (uOhm cm), R_H (cm3/C), R_H/R_inf:
  0.1  258.79  -40.60  -4.060  -0.1951
  0.5  765.47  78.51  1.570  0.0755
  1.0  1482.79  954.04  9.540  0.4586
  3.0  2309.55  5617.99  18.727  0.9001
  9.0  2474.17  18500.23  20.556  0.9880
Hall resistance at 9 T = 92.50 Ohm
1/(e R_H) at 9 T = 3.0364e+17 cm^-3
1/(e R_H) at 3 T = 3.3330e+17 cm^-3
3 T chord, slope, mean / R_inf = 0.90010 1.08340 0.99175
9 T chord, slope, mean / R_inf = 0.98802 1.01174 0.99988
comparison set: n = 2.0e+16, p = 3.2e+17 cm^-3
comparison set R_H at 0.1 T = 10.572 cm3/C
comparison set R_H at 9.0 T = 20.796 cm3/C
electron drift/(E/B) at 20 T = 0.99990
hole drift/(E/B) at 20 T = 0.99938
valley mobility ratio = 40
valley mobilities = 316228, 7906 cm2/Vs
valleys: R_H/R_inf at 1 T = 0.2624
valleys: R_H/R_inf at 3 T = 0.7958
valleys: R_H/R_inf at 9 T = 0.9728
valleys: 10% error field = 4.529 T
valleys: chord-slope mean / R_inf at 9 T = 0.99933
hole masses: DOS 0.15, cyclotron 0.07 m_e
hole Fermi energy = 17.29 meV; kT = 6.64 meV
hole low-field Hall factor = 1.071
energy spread: R_H/R_inf at 1 T = 0.4409
energy spread: R_H/R_inf at 9 T = 0.9874
3 T: Landau spacing = 4.96 meV, thermal damping = 1.8e-10
9 T: Landau spacing = 14.88 meV, thermal damping = 2.7e-03
n and p both +1e+17 cm^-3: R_H/R_inf at 9 T = 0.9815
hole mean free path = 0.343 um
\end{verbatim}
